# Shape-resonance energies and widths from avoided crossings in a box

A resonance model of the cross sections in a processing plasma needs the energy and width of each shape resonance through which slow electrons excite or dissociate the feed gas. A bound-state calculation gives only real energy levels. The practical decision is whether the gap between two such levels is enough to fix the width, or whether the levels must be continued to a complex energy. The answer depends on how broad the resonance is. It can be worked out on a model whose scattering solution is known.

## The model and its box

An electron of mass $m$ moves with angular momentum $l=2$ in a square well of depth $V_0$ and radius $a$. Let $c=\hbar^2/2m=0.0381$ eV nm$^2$ and $E=ck^2$. The radial function $u(r)$, which is $r$ times the radial wave function, obeys

$$-c\,u''+\left[V(r)+\frac{6c}{r^2}\right]u=Eu,\qquad u(0)=0,$$

with $V=-V_0$ for $r<a$ and $V=0$ outside. For $a=0.15$ nm the centrifugal barrier is 10.2 eV high at the edge. An electron of lower energy can be held behind it for a while and then tunnel out.

A hard wall $u(L)=0$ with $L>a$ makes the spectrum discrete. To read this spectrum we need the free solutions outside the well. With $x=kr$ they obey $h''+(1-6/x^2)h=0$. Put $h=e^{ix}p(x)$, which gives $p''+2ip'-6p/x^2=0$, and try $p=1+\alpha/x+\beta/x^2$. The $x^{-2}$ terms give $-2i\alpha-6=0$, so $\alpha=3i$. The $x^{-3}$ terms give $2\alpha-4i\beta-6\alpha=0$, so $\beta=-3$. The $x^{-4}$ terms, $6\beta-6\beta$, cancel. Choose the overall sign so that

$$h=C+iS=-e^{ix}\left(1+\frac{3i}{x}-\frac{3}{x^2}\right)=Me^{i\theta},$$

$$\theta(x)=x-\pi+\arg\left(1-\frac{3}{x^2}+\frac{3i}{x}\right).$$

The argument lies between 0 and $\pi$, because its imaginary part is positive.

The Wronskian $CS'-SC'=M^2\theta'$ is constant, since the equation has no first derivative. At large $x$ it equals 1, so $\theta'=1/M^2$. At small $x$, $M\approx3/x^2$ and $\theta\to0$, hence $\theta\approx x^5/45$ and $S=M\sin\theta\approx x^3/15$. Thus $S$ is the solution regular at the origin.

Outside the well the phase shift $\delta$ is defined by

$$u\propto\cos\delta\,S(kr)+\sin\delta\,C(kr)=M\sin(\theta+\delta).$$

The wall therefore requires

$$\theta(kL)+\delta(E)=n\pi. \tag{1}$$

A real box level is thus a measurement of the phase shift at its own energy.

The lowest level has $n=1$ if the well has no $l=2$ bound state. A state bound at zero energy has $u\propto r^{-2}$ outside, so $au'/u=-2$. Inside, $u\propto X j_2(X)$ with $X=Kr$, and $au'/u=Xj_1(X)/j_2(X)-2$ at the edge. Equality needs $j_1(X)=0$, first met at $X=4.493$, or $V_0=c(4.493/a)^2=34.2$ eV. Both wells used below are shallower.

## One crossing by hand

Take $V_0=33$ eV. As $L$ grows, the first two levels approach each other and then separate. Their gap has its first minimum at $L=1.3963$ nm, where it is $G=0.13836$ eV and the mean of the levels is 0.67311 eV. The levels are therefore

$$E_\mp=0.67311\mp0.06918=0.60393,\ 0.74229\ \text{eV}.$$

From $k=\sqrt{E/c}$, the wave numbers are 3.981 and 4.414 nm$^{-1}$, and $kL$ is 5.559 and 6.163. The free phases are

$$\theta_-=5.559-3.142+0.539=2.956,$$
$$\theta_+=6.163-3.142+0.486=3.507.$$

With unrounded values, $\Delta\theta=0.5515$ rad.

Equation (1) holds for the lower level with $n\pi$ and for the upper with $(n+1)\pi$. Subtraction gives

$$\Delta\theta+\Delta\delta=\pi. \tag{2}$$

Now assume a Breit–Wigner phase, $\cot\delta=2(E_r-E)/\Gamma$, with constant $\Gamma$ and negligible background phase. Assume also that the levels lie at $E_r\mp G/2$. Then $\cot\delta_\mp=\pm G/\Gamma$, so $\delta_-=\arctan(\Gamma/G)$ and $\delta_+=\pi-\arctan(\Gamma/G)$. Equation (2) becomes $\Delta\theta=2\arctan(\Gamma/G)$, or

$$\Gamma=G\tan\frac{\Delta\theta}{2}. \tag{3}$$

Here $\Gamma=0.13836\times\tan(0.2758)=0.0392$ eV, and $E_r\approx0.673$ eV. The scattering pole of this well, found below, has energy 0.6795 eV and width 0.0382 eV. The crossing width is 2.6% above the pole width.

## Why the smallest gap marks the resonance

Let $\varepsilon(L)$ be the level the box would have near $E_r$ without the resonance, and let $\rho$ be the number of such levels per unit energy. Near the crossing, $\theta=n\pi+\pi\rho(E-\varepsilon)$ to first order. Equation (1) then gives $\tan[\pi\rho(E-\varepsilon)]=-\tan\delta$. With $x=E-E_r$ and $y=\varepsilon-E_r$ this is

$$\tan[\pi\rho(x-y)]=\frac{\Gamma}{2x}. \tag{4}$$

Changing the signs of both $x$ and $y$ leaves (4) unchanged. The gap is therefore even in $y$ and stationary at $y=0$, where the two levels are symmetric about $E_r$.

For a small angle the tangent equals its argument, and

$$x(x-y)=W^2,\qquad W^2=\frac{\Gamma}{2\pi\rho}.$$

This is the eigenvalue equation of two states with energies $E_r$ and $\varepsilon$ coupled by $W$. Its gap, $\sqrt{y^2+4W^2}$, is smallest at $y=0$, where $G=2W$. With $\Delta\theta=\pi\rho G$,

$$\Gamma\approx2\pi\rho W^2=\frac{G\Delta\theta}{2}. \tag{5}$$

This is the golden rule, the small-angle limit of (3). It needs $\Gamma/G\ll1$. Inserting $G^2=2\Gamma/(\pi\rho)$ gives $\Gamma/G=\sqrt{\pi\rho\Gamma/2}$. Since $\rho$ grows with $L$, a larger box makes the golden rule worse. In the opposite limit, $\Delta\theta\to\pi$, the levels have nearly the spacing of a free box, and the gap carries little information about the width.

The flat stretches between crossings also follow from (1). Differentiate with respect to $L$, using $\theta'=1/M^2$ and $dk/dE=1/(2ck)$:

$$\frac{1}{M^2}\left(k+\frac{L}{2ck}\frac{dE}{dL}\right)+\frac{d\delta}{dE}\frac{dE}{dL}=0,$$

$$\frac{dE}{dL}=-\frac{k/M^2}{L/(2ckM^2)+d\delta/dE}. \tag{6}$$

Without a phase slope this reduces to $-2ck^2/L=-2E/L$. A resonance makes $d\delta/dE$ large and flattens the level. At $L=1.79$ nm the second level of the 33 eV well lies at 0.679 eV. Its slope is $-0.069$ eV/nm, both from finite differences of the eigenvalues and from (6). Without the phase slope it would be $-0.759$ eV/nm.

## What successive crossings show

With the well held fixed, a longer box brings the next pairs of levels to the same resonance. The errors below are relative to the pole width.

| Levels | $L$ (nm) | $G$ (eV) | Error of (5) | Error of (3) |
|---|---:|---:|---:|---:|
| 1, 2 | 1.396 | 0.138 | −0.02% | +2.6% |
| 2, 3 | 2.184 | 0.106 | −2.6% | +1.6% |
| 3, 4 | 2.948 | 0.090 | −4.4% | +1.2% |
| 4, 5 | 3.704 | 0.079 | −6.0% | +1.0% |

The near-perfect golden-rule value in the smallest box is a cancellation. At that crossing the small-angle step lowers the width by the factor $0.2758/\tan(0.2758)=0.975$, while (3) itself is 2.6% too high.

The barrier contributes to that excess. Tunnelling makes the width grow with energy, near threshold as $k^5\propto E^{5/2}$. Expand this about $E_r$:

$$\Gamma(E)=\Gamma(1+\eta x+\kappa x^2),\qquad \eta=\frac{5}{2E_r},\quad \kappa=\frac{15}{8E_r^2}.$$

The small-angle equation becomes $x(x-y)=W^2(1+\eta x+\kappa x^2)$, or

$$(1-\kappa W^2)x^2-(y+\eta W^2)x-W^2=0.$$

In this small-angle equation the linear term $\eta$ merely shifts the value of $y$ at which the gap is smallest. There $G^2=4W^2/(1-\kappa W^2)$. Since the inferred width is proportional to $G^2$, its relative excess is about $\kappa W^2\approx15G^2/(32E_r^2)$. With $E_r=0.681$ eV this gives 1.9% for the first crossing and 0.6% for the fourth. The small-angle step makes these values too large. Solving (4) numerically with the same $\Gamma(E)$ and applying (3) gives 1.4% and 0.1%, because the linear term then lowers the inferred width by about 0.5%. The $k^5$ law somewhat overstates the growth at this energy. With the barrier penetrability at the well edge, $\Gamma(E)\propto k/M^2(ka)$, the two values become 1.1% and 0.1%. These excesses are measured against $\Gamma(E_r)$, the real-axis width $2/(d\delta/dE)$ at $\delta=\pi/2$, which is itself 0.6% larger than the pole width. That offset also comes from the barrier. Solving $x=-i\Gamma(E)/2$ to third order in $\Gamma$ gives a pole width $\Gamma[1-(\eta^2+\kappa)\Gamma^2/4]$, which is 0.6% below $\Gamma$. Measured against the pole, the penetrability form gives 1.7% and 0.6%, about two thirds of the 2.6% and 1.0% in the table. Most of the rest comes from treating $\rho$ as constant. A constant $\Gamma$ with the exact $\theta(kL)$, and the gap minimized over $L$, gives errors of 0.8% and 0.3%. The two effects together give 2.5% and 0.9%.

## Continuing the levels to the pole

For a broad resonance the width changes appreciably across the gap, so removing the threshold factor before interpolating lets a few levels suffice. Define

$$F(E)=k^5\cot\delta.$$

To see that $F$ is smooth, match $u$ at $r=a$. Inside, $u\propto S(Kr)$ with $K^2=k^2+V_0/c$, so its logarithmic derivative is $D=KS'(Ka)/S(Ka)$. Setting $k(\cos\delta\,S'+\sin\delta\,C')=D(\cos\delta\,S+\sin\delta\,C)$ at $ka$ gives

$$\tan\delta=\frac{kS'(ka)-DS(ka)}{DC(ka)-kC'(ka)}. \tag{7}$$

Here $D$ depends on $E$, $S(ka)$ is $k^3$ times a power series in $k^2$, and $C(ka)$ is $k^{-2}$ times such a series. Hence $\tan\delta$ is $k^5$ times a ratio of smooth functions of $E$, and $F$ is smooth except where $\tan\delta/k^5$ vanishes.

A resonance pole is a solution with an outgoing wave alone. Write $\bar h=C-iS$, so that $C=(h+\bar h)/2$ and $S=(h-\bar h)/(2i)$. Then

$$\cos\delta\,S+\sin\delta\,C=\frac{\sin\delta-i\cos\delta}{2}h+\frac{\sin\delta+i\cos\delta}{2}\bar h.$$

The incoming part $\bar h$ vanishes when $\cot\delta=i$. The pole condition is therefore

$$F(E)=ik^5,\qquad E=E_p-\frac{i\Gamma_p}{2}, \tag{8}$$

with $\operatorname{Re}k>0$ and $\operatorname{Im}k<0$. By (1), each box level supplies one value, $F=-k^5\cot\theta(kL)$.

## A broad resonance, with acetylene in mind

Now take $V_0=29.5$ eV with the same radius. The first crossing lies at $L=0.810$ nm, with levels at 1.779 and 2.829 eV. The mid-gap energy is 2.304 eV and $\Delta\theta=1.334$ rad. Equation (3) gives

$$\Gamma=1.050\times\tan(0.667)=0.827\ \text{eV}.$$

The pole width is 0.707 eV, so (3) is 17% too high, and the mid-gap energy is 0.17 eV below the pole energy. The golden rule gives 0.700 eV, again close through cancellation: its small-angle step multiplies the value from (3) by 0.85.

The same two levels contain more than their gap. Their phase shifts from (1) are 0.2050 and 2.0125 rad, in agreement with (7). With $k^5=1.489\times10^4$ and $4.750\times10^4$ nm$^{-5}$,

$$F_-=7.16\times10^4,\qquad F_+=-2.25\times10^4\ \text{nm}^{-5}.$$

A straight line through these values has slope $-8.96\times10^4$ nm$^{-5}$/eV and vanishes at

$$E_r=1.779+\frac{7.16}{8.96}=2.578\ \text{eV}.$$

Near this zero a Breit–Wigner phase has $F\approx-(2k_r^5/\Gamma)(E-E_r)$, where $k_r^5=3.77\times10^4$ nm$^{-5}$. The slope of the line therefore gives the estimate $\Gamma=2\times3.77/8.96=0.84$ eV for the width on the real axis. Inserting the line in (8) gives

$$E-E_r=-\frac{i\Gamma}{2}\left(\frac{E}{E_r}\right)^{5/2}.$$

To second order in $\Gamma$, replace $E$ on the right by $E_r-i\Gamma/2$ and expand:

$$E-E_r\approx-\frac{i\Gamma}{2}-\frac{5\Gamma^2}{8E_r}.$$

The pole thus lies below the energy where $\delta=\pi/2$, by 0.17 eV to this order. Solving (8) with the line, without this expansion, reduces the shift to 0.13 eV and gives a pole at 2.445 eV with a width of 0.708 eV. The energy is 0.03 eV low. The close agreement in width is accidental: the two lowest levels of boxes between 0.70 and 1.00 nm long give widths from 0.66 to 0.78 eV. Two levels therefore fix this width only to about 10%.

Adding the two lowest levels from boxes 0.85 and 1.15 times as long gives six values of $F$ and a fifth-degree polynomial. Its pole is at 2.476 eV with width 0.707 eV. The scattering pole, found by matching $D$ to the outgoing wave through $Dh(ka)=kh'(ka)$, agrees to $2\times10^{-10}$ eV. That figure measures the continuation within this model, not the accuracy of a molecular prediction.

The phase shift offers another definition. For a Breit–Wigner phase,

$$\frac{d\delta}{dE}=\frac{\Gamma/2}{(E-E_r)^2+\Gamma^2/4},$$

whose maximum is $2/\Gamma$. In the broad well this maximum lies at 2.476 eV and gives a width of 0.726 eV, whereas $\delta=\pi/2$ is reached at 2.595 eV. A quoted energy or width must therefore name its definition. For the narrow well the peak width, 0.0382 eV, and the pole width agree to about 0.1%.

## The method in general

For a potential that is negligible beyond some radius and a partial wave $l$, the procedure is as follows.

1. Diagonalize the radial Hamiltonian with $u(0)=u(L)=0$ for a range of $L$ outside the potential. In a basis $\phi_i$ that vanishes at both ends, integration by parts gives
$$H_{ij}=\int_0^L\left[c\phi_i'\phi_j'+\left(V+\frac{l(l+1)c}{r^2}\right)\phi_i\phi_j\right]dr,$$
with overlap $\int_0^L\phi_i\phi_j\,dr$. Here the basis was polynomial on each side of $a$: 16 functions inside, 45 outside and one joining them. Raising 16 and 45 to 20 and 55 changed the tested levels by at most $4\times10^{-11}$ eV.
2. For each neighbouring pair, find the first local minimum of the gap as $L$ grows. (In much longer boxes all levels crowd together, so the smallest gap over the whole range may have nothing to do with the resonance.) Form $\Delta\theta$ from the Riccati functions of that $l$, and use (3) for a first width. If a pair has no such minimum, (3) does not apply to it.
3. Compare successive crossings. If the widths differ by more than the accuracy needed, or $\Gamma$ is not small compared with $E_r$, continue to step 4. Agreement between crossings is not enough by itself: for a broad resonance the widths can settle well away from the pole width.
4. Compute $F=k^{2l+1}\cot\delta$ from levels around one crossing, interpolate in $E$, and solve $F=ik^{2l+1}$, starting from the result of step 2.
5. Add levels until the pole settles. Where a scattering solution is available, compare the phase shifts at the box energies.

A visible crossing does not show that (3) is accurate: all four of the lowest neighbouring pairs have a gap minimum in the broad well too.

## The model beside the molecule

Acetylene, a feed gas for carbon films, has a $\pi^*$ shape resonance at roughly 2.5 eV with a width of the order of 1 eV. The model's 2.48 and 0.71 eV lie in that region because its effective depth and radius were chosen to put them there. One large omission is the long-range potential. With a rough polarizability of 0.0035 nm$^3$, an undamped polarization tail is 5.0 eV deep at the well edge. Adding it without readjusting the well lowers the mid-gap energy by 0.94 eV. Refitting the depth can restore the energy but not the width: with this tail a depth of 26.9 eV returns the peak of $d\delta/dE$ to 2.476 eV, but the peak width is then about 1.2 eV instead of 0.73 eV. A tail that reaches the wall also makes the free phase in (1) approximate. It changes the threshold law as well, so $k^5\cot\delta$ is no longer smooth near zero energy.

The spherical well has five resonant components and the linear molecule two, $m=\pm1$. At $\delta=\pi/2$ the resonant cross section, averaged over orientation, is then $3.7\times10^{-15}$ cm$^2$ instead of $9.2\times10^{-15}$ cm$^2$. The molecule also mixes $l=4$ into the resonance. For equal amplitude at the edge, that wave escapes with 0.3% of the $l=2$ penetrability; the mixing itself is not calculated here.

The lifetime $\hbar/\Gamma_p=0.93$ fs is about 6% of a rough 17 fs C–C stretch period, which supports fixed nuclei for locating the resonance at one geometry. Vibrational excitation and dissociative attachment need its energy and width along the nuclear motion.

## Computed results

```
hbar^2/2m = 0.038100 eV nm^2; well radius = 0.15 nm; l = 2
centrifugal barrier at well edge = 10.160 eV
largest level change with larger basis = 4.0e-11 eV
largest error of box condition = 6.5e-10 rad
NARROW BENCHMARK, depth = 33.0 eV
levels 1,2: L = 1.3963 nm, gap = 0.13836 eV, mid-gap = 0.67311 eV
   dtheta = 0.5515 rad, golden-rule width = 0.03815 eV, tangent width = 0.03915 eV
   width errors against pole: golden -0.02 %, tangent +2.60 %
levels 2,3: L = 2.1836 nm, gap = 0.10639 eV, mid-gap = 0.67560 eV
   dtheta = 0.6988 rad, golden-rule width = 0.03718 eV, tangent width = 0.03877 eV
   width errors against pole: golden -2.58 %, tangent +1.59 %
levels 3,4: L = 2.9477 nm, gap = 0.09000 eV, mid-gap = 0.67655 eV
   dtheta = 0.8106 rad, golden-rule width = 0.03648 eV, tangent width = 0.03861 eV
   width errors against pole: golden -4.41 %, tangent +1.19 %
levels 4,5: L = 3.7036 nm, gap = 0.07936 eV, mid-gap = 0.67707 eV
   dtheta = 0.9041 rad, golden-rule width = 0.03587 eV, tangent width = 0.03853 eV
   width errors against pole: golden -6.00 %, tangent +0.98 %
energy at delta = pi/2: 0.68074 eV
phase-slope peak: energy 0.67946 eV, width 0.03821 eV
pole from 2 box levels: energy 0.67868 eV, width 0.03812 eV
pole from 6 box levels: energy 0.67946 eV, width 0.03816 eV
pole from scattering: energy 0.67946 eV, width 0.03816 eV
plateau: L = 1.7900 nm, level 2 = 0.67886 eV
plateau slope: eigenvalues -0.06948, formula -0.06948, without phase slope -0.75852 eV/nm
BROAD C2H2-LIKE MODEL, depth = 29.5 eV
level pairs 1-4 with a gap minimum for L = 0.6 to 4.2 nm: 4
first crossing: L = 0.8104 nm, levels = 1.77876, 2.82869 eV
gap = 1.04993 eV, mid-gap = 2.30373 eV, dtheta = 1.3341 rad
golden-rule width = 0.70034 eV, tangent width = 0.82675 eV
phase shifts from box = 0.205002, 2.012534 rad
phase shifts from matching = 0.205002, 2.012534 rad
six box levels used (eV): 2.1485, 3.4558, 1.7788, 2.8287, 1.4111, 2.5382
pole from 2 box levels: energy 2.44522 eV, width 0.70753 eV
pole from 6 box levels: energy 2.47635 eV, width 0.70746 eV
pole from scattering: energy 2.47635 eV, width 0.70746 eV
distance of 6-level pole from scattering pole = 1.8e-10 eV
energy at delta = pi/2: 2.59535 eV
phase-slope peak: energy 2.47636 eV, width 0.72642 eV
lifetime hbar/width = 0.930 fs
cross section at delta = pi/2: 5 components 9.224e-15 cm2, 2 components 3.690e-15 cm2
NEGLECTED EFFECTS, rough inputs
polarizability = 0.0035 nm^3, tail at well edge = 4.978 eV
mid-gap with tail = 1.366 eV, shift = -0.938 eV
penetrability: l=2 0.1824, l=4 4.95e-04, ratio 2.72e-03
stretch quantum = 0.25 eV, period = 16.54 fs, lifetime/period = 0.056
gas temperature = 400 K, kT = 0.0345 eV, kT/width = 0.049
```
